# A Hermitian box scheme for subbands with position-dependent mass: a numerical check

```python
"""
Result under test: a conservative box discretisation of
  -(hbar^2/2) d/dz[(1/m) dpsi/dz] + V psi = E psi,  psi = 0 at both walls,
is Hermitian with box widths as weights and converges as h^2 when nodes
lie on all interfaces. Its error coefficient is
  C = (1/12) integral[(2m/hbar^2)(V-E)^2 psi^2 + 2(V-E)(psi')^2] dz.
Symbols: h cell width, m mass (mu = m/m_e), V potential, psi normalised,
J = psi'/mu continuous derivative. Internally energy is in eV, length in nm,
and K = hbar^2/(2 m_e).
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

K = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
WIDTH = np.array([8.0, 8.0, 8.0])
MASS = np.array([0.15, 0.05, 0.10])
POT = np.array([0.6, 0.0, 0.4])
BOUNDS = np.concatenate(([0.0], np.cumsum(WIDTH)))
TRUE_RATIOS = MASS[1:] / MASS[:-1]


def propagate(energy, layer, psi, slope, distance):
    """Analytic solution inside one uniform layer."""
    k2 = MASS[layer] * (energy - POT[layer]) / K
    k = np.sqrt(complex(k2))
    c = np.cos(k * distance).real
    s = (np.sin(k * distance) / k).real
    return psi * c + slope * s, -k2 * psi * s + slope * c


def wall_value(energy, slope_ratios):
    psi, slope = 0.0, 1.0
    for layer in range(3):
        psi, slope = propagate(energy, layer, psi, slope, WIDTH[layer])
        if layer < 2:
            slope *= slope_ratios[layer]
    return psi


def analytic_levels(slope_ratios):
    grid = np.linspace(0.001, 0.399, 400)
    values = [wall_value(e, slope_ratios) for e in grid]
    return np.array([brentq(wall_value, grid[i], grid[i + 1],
                            args=(slope_ratios,), xtol=1e-15, rtol=1e-15)
                     for i in range(len(grid) - 1)
                     if values[i] * values[i + 1] < 0])


def state_data(energy):
    """Layer parts of C, and psi^2 and J^2 at the two interfaces."""
    x, weight = np.polynomial.legendre.leggauss(60)
    psi, slope, norm = 0.0, 1.0, 0.0
    parts, psi2, flux2 = [], [], []
    for layer in range(3):
        distance = WIDTH[layer] * (x + 1) / 2
        wq = weight * WIDTH[layer] / 2
        p, d = propagate(energy, layer, psi, slope, distance)
        q = POT[layer] - energy
        norm += np.sum(wq * p**2)
        density = MASS[layer] * q**2 * p**2 / K + 2 * q * d**2
        parts.append(np.sum(wq * density) / 12)
        psi, slope = propagate(energy, layer, psi, slope, WIDTH[layer])
        if layer < 2:
            psi2.append(psi**2)
            flux2.append((slope / MASS[layer])**2)
            slope *= TRUE_RATIOS[layer]
    return (np.array(parts) / norm, np.array(psi2) / norm,
            np.array(flux2) / norm)


def box_average(h, v):
    return (h[:-1] * v[:-1] + h[1:] * v[1:]) / (h[:-1] + h[1:])


def box_levels(h, mu, v, node_v=None):
    """Two lowest levels from the symmetrically scaled box matrix."""
    w = (h[:-1] + h[1:]) / 2
    t = K / (mu * h)
    if node_v is None:
        node_v = box_average(h, v)
    diagonal = (t[:-1] + t[1:]) / w + node_v
    off = -t[1:-1] / np.sqrt(w[:-1] * w[1:])
    return eigh_tridiagonal(diagonal, off, eigvals_only=True,
                            select='i', select_range=(0, 1))


def apply_box(psi, h, mu, v):
    """Direct balance of face fluxes, used to build a matrix by columns."""
    full = np.concatenate(([0.0], psi, [0.0]))
    flux = K / mu * np.diff(full) / h
    return -np.diff(flux) / ((h[:-1] + h[1:]) / 2) + box_average(h, v) * psi


def aligned_mesh(cells):
    cells = np.array(cells)
    return (np.repeat(WIDTH / cells, cells), np.repeat(MASS, cells),
            np.repeat(POT, cells))


def cut_mesh(number, average):
    """Uniform mesh whose cells may contain interfaces."""
    edges = np.linspace(0, BOUNDS[-1], number + 1)
    h = np.diff(edges)
    if average:
        mu_int = np.concatenate(([0], np.cumsum(MASS * WIDTH)))
        v_int = np.concatenate(([0], np.cumsum(POT * WIDTH)))
        return (h, np.diff(np.interp(edges, BOUNDS, mu_int)) / h,
                np.diff(np.interp(edges, BOUNDS, v_int)) / h)
    layer = np.searchsorted(BOUNDS[1:-1], (edges[:-1] + edges[1:]) / 2)
    return h, MASS[layer], POT[layer]


def expanded_levels(cells):
    """Central differences after expanding the derivative of psi'/m."""
    h, mu, v = aligned_mesh([cells] * 3)
    step = h[0]
    inv = 1 / mu
    a = np.concatenate(([inv[0]], (inv[:-1] + inv[1:]) / 2, [inv[-1]]))
    g = (a[2:] - a[:-2]) / 4
    upper = -K / step**2 * (a[1:-1] + g)
    lower = -K / step**2 * (a[1:-1] - g)
    product = upper[:-1] * lower[1:]
    assert np.all(product > 0)
    diagonal = 2 * K * a[1:-1] / step**2 + box_average(h, v)
    levels = eigh_tridiagonal(diagonal, -np.sqrt(product),
                              eigvals_only=True, select='i',
                              select_range=(0, 1))
    asymmetry = np.max(abs(upper[:-1] - lower[1:])) / np.max(abs(upper))
    return levels, asymmetry


def order(error_1, error_2, h_1, h_2):
    return np.log(abs(error_1 / error_2)) / np.log(h_1 / h_2)


def zero_step_limit(value_1, value_2, h_1, h_2):
    return (h_1 * value_2 - h_2 * value_1) / (h_1 - h_2)


exact = analytic_levels(TRUE_RATIOS)
assert len(exact) == 2
data = [state_data(e) for e in exact]
parts = np.array([d[0] for d in data])
psi2 = np.array([d[1] for d in data])
flux2 = np.array([d[2] for d in data])
coefficient = parts.sum(axis=1)

print("hbar^2/(2 m_e) = %.8f eV nm^2" % K)
print("layer widths (nm):", WIDTH)
print("layer masses (m_e):", MASS)
print("layer potentials (eV):", POT)
print("analytic levels (meV): %.6f %.6f" % tuple(1e3 * exact))
print("analytic levels (J): %.6e %.6e" % tuple(exact * const.e))
for n in range(2):
    print("state %d: layer parts of C (meV/nm^2): %.5f %.5f %.5f"
          % ((n + 1,) + tuple(1e3 * parts[n])))
    print("  C (meV/nm^2): %.5f" % (1e3 * coefficient[n]))
    print("  interface psi^2 (1/nm): %.6f %.6f" % tuple(psi2[n]))
    print("  interface J^2 (1/nm^3): %.6f %.6f" % tuple(flux2[n]))

# Hermiticity on an uneven mesh with strongly varying mass.
rng = np.random.default_rng(4)
h_r = rng.uniform(0.2, 1.0, 40)
mu_r = rng.uniform(0.03, 0.3, 40)
v_r = rng.uniform(0.0, 0.5, 40)
matrix = np.column_stack([apply_box(column, h_r, mu_r, v_r)
                          for column in np.eye(39)])
weighted = ((h_r[:-1] + h_r[1:]) / 2)[:, None] * matrix
raw_asym = np.max(abs(matrix - matrix.T)) / np.max(abs(matrix))
box_asym = np.max(abs(weighted - weighted.T)) / np.max(abs(weighted))
random_levels = np.linalg.eigvals(matrix)
assert box_asym < 1e-13 and raw_asym > 1e-2
assert np.max(abs(np.imag(random_levels))) < 1e-9
assert np.allclose(np.sort(random_levels.real)[:2],
                   box_levels(h_r, mu_r, v_r), atol=1e-9)
print("uneven mesh, relative asymmetry without weights: %.3f" % raw_asym)
print("uneven mesh, weighted asymmetry below 1e-13:", box_asym < 1e-13)

# Aligned meshes: order, coefficient and extrapolation.
cells = np.array([16, 32, 64, 128, 256])
steps = WIDTH[0] / cells
levels = np.array([box_levels(*aligned_mesh([c] * 3)) for c in cells])
errors = levels - exact
print("aligned: h (nm), E1, E2 (meV), error1, error2 (meV)")
for step, level, error in zip(steps, levels, errors):
    print("  %.5f %.6f %.6f %.6f %.6f"
          % ((step,) + tuple(1e3 * level) + tuple(1e3 * error)))
aligned_order = order(errors[-2], errors[-1], steps[-2], steps[-1])
assert np.all(abs(aligned_order - 2) < 0.02)
measured_c = errors[-1] / steps[-1]**2
assert np.allclose(measured_c, coefficient, rtol=0.01)
extrapolated = (4 * levels[1:] - levels[:-1]) / 3
ext_error = extrapolated - exact
ext_order = order(ext_error[-2], ext_error[-1], 2.0, 1.0)
assert np.all(ext_order > 3.7)
print("aligned orders, last two meshes: %.4f %.4f" % tuple(aligned_order))
print("error/h^2, finest (meV/nm^2): %.5f %.5f" % tuple(1e3 * measured_c))
print("extrapolated from h=0.25,0.125 nm (meV): %.6f %.6f"
      % tuple(1e3 * extrapolated[1]))
print("extrapolated orders, finest: %.3f %.3f" % tuple(ext_order))

# Different uniform cell widths in the three layers.
layer_cells = np.array([160, 320, 100])
layer_steps = WIDTH / layer_cells
uneven_error = box_levels(*aligned_mesh(layer_cells)) - exact
uneven_prediction = parts @ layer_steps**2
assert np.allclose(uneven_error, uneven_prediction, rtol=0.02)
print("unequal layer steps (nm):", layer_steps)
print("  errors (meV): %.6f %.6f" % tuple(1e3 * uneven_error))
print("  predicted (meV): %.6f %.6f" % tuple(1e3 * uneven_prediction))

# Interfaces inside cells, always one third of a cell from a node.
numbers = np.array([193, 385, 769, 1537, 3073])
cut_steps = BOUNDS[-1] / numbers
cut_error = np.array([box_levels(*cut_mesh(n, False)) for n in numbers]) - exact
avg_error = np.array([box_levels(*cut_mesh(n, True)) for n in numbers]) - exact
cut_order = order(cut_error[-2], cut_error[-1], cut_steps[-2], cut_steps[-1])
avg_order = order(avg_error[-2], avg_error[-1], cut_steps[-2], cut_steps[-1])
move_rate = -psi2 * np.diff(POT) + K * flux2 * np.diff(MASS)
cut_prediction = move_rate @ np.array([-1 / 3, 1 / 3])
cut_slope = zero_step_limit(cut_error[-2] / cut_steps[-2],
                            cut_error[-1] / cut_steps[-1],
                            cut_steps[-2], cut_steps[-1])
assert np.all(abs(cut_order - 1) < 0.1)
assert np.allclose(cut_slope, cut_prediction, rtol=0.01)
assert np.all(avg_order > 1.8)
print("cut cells: h (nm), sampled errors, averaged errors (meV)")
for i in range(3):
    print("  %.5f %.6f %.6f %.6f %.6f" % ((cut_steps[i],)
          + tuple(1e3 * cut_error[i]) + tuple(1e3 * avg_error[i])))
print("sampled orders, finest: %.3f %.3f" % tuple(cut_order))
print("averaged orders, finest: %.3f %.3f" % tuple(avg_order))
print("sampled error/h, limit (meV/nm): %.4f %.4f" % tuple(1e3 * cut_slope))
print("  predicted (meV/nm): %.4f %.4f" % tuple(1e3 * cut_prediction))

# Right-hand potential at interface nodes instead of the box average.
side_slopes = []
for c in (256, 512):
    h, mu, v = aligned_mesh([c] * 3)
    side_slopes.append((box_levels(h, mu, v, v[1:]) - exact) / h[0])
side_limit = zero_step_limit(side_slopes[0], side_slopes[1], 2.0, 1.0)
side_prediction = psi2 @ np.diff(POT) / 2
assert np.allclose(side_limit, side_prediction, rtol=0.02)
print("one-sided V error/h (meV/nm): %.4f %.4f" % tuple(1e3 * side_limit))
print("  predicted (meV/nm): %.4f %.4f" % tuple(1e3 * side_prediction))

# The expanded derivative approaches levels with wrong slope ratios.
wrong_ratios = []
for left, right in zip(1 / MASS[:-1], 1 / MASS[1:]):
    a = np.array([left, left, (left + right) / 2, right, right])
    g = (a[2:] - a[:-2]) / 4
    wrong_ratios.append(np.prod((a[1:-1] - g) / (a[1:-1] + g)))
wrong = analytic_levels(wrong_ratios)
assert len(wrong) == 2
expanded_1, asymmetry = expanded_levels(256)
expanded_2, _ = expanded_levels(512)
expanded_limit = 2 * expanded_2 - expanded_1
assert asymmetry > 0.01
assert np.all(abs(expanded_limit - wrong) < 0.03 * abs(wrong - exact))
print("slope ratios, true: %.5f %.5f" % tuple(TRUE_RATIOS))
print("slope ratios, expanded scheme: %.5f %.5f" % tuple(wrong_ratios))
print("expanded matrix relative asymmetry: %.4f" % asymmetry)
print("expanded scheme limit (meV): %.5f %.5f" % tuple(1e3 * expanded_limit))
print("wrong-ratio analytic levels (meV): %.5f %.5f" % tuple(1e3 * wrong))

# One-sided rigorous bound, tested where the box level lies below the exact one.
hard_h = np.full(8, 1.0)
hard_mu = np.full(8, 0.05)
hard_box = box_levels(hard_h, hard_mu, np.zeros(8))[0]
hard_exact = K * np.pi**2 / (hard_mu[0] * hard_h.sum()**2)
hard_bound = hard_box / (1 - hard_h[0]**2 * hard_mu[0] * hard_box / (6 * K))
assert hard_box < hard_exact < hard_bound
print("hard-wall well: width %.1f nm, mass %.2f m_e, h %.1f nm"
      % (hard_h.sum(), hard_mu[0], hard_h[0]))
print("  box, exact, upper bound (meV): %.5f %.5f %.5f"
      % (1e3 * hard_box, 1e3 * hard_exact, 1e3 * hard_bound))
print("no test failed")
```

Printed output:

```
hbar^2/(2 m_e) = 0.03809982 eV nm^2
layer widths (nm): [8. 8. 8.]
layer masses (m_e): [0.15 0.05 0.1 ]
layer potentials (eV): [0.6 0.  0.4]
analytic levels (meV): 54.128627 224.456470
analytic levels (J): 8.672362e-21 3.596189e-20
state 1: layer parts of C (meV/nm^2): 3.96017 0.04226 1.69561
  C (meV/nm^2): 5.69805
  interface psi^2 (1/nm): 0.039590 0.041163
  interface J^2 (1/nm^3): 3.781467 3.736775
state 2: layer parts of C (meV/nm^2): 6.48660 -1.39719 1.89571
  C (meV/nm^2): 6.98512
  interface psi^2 (1/nm): 0.113640 0.127253
  interface J^2 (1/nm^3): 7.467557 5.863600
uneven mesh, relative asymmetry without weights: 0.198
uneven mesh, weighted asymmetry below 1e-13: True
aligned: h (nm), E1, E2 (meV), error1, error2 (meV)
  0.50000 55.474781 226.120360 1.346154 1.663891
  0.25000 54.479568 224.887688 0.350941 0.431219
  0.12500 54.217330 224.565274 0.088703 0.108805
  0.06250 54.150864 224.483734 0.022237 0.027264
  0.03125 54.134190 224.463290 0.005563 0.006820
aligned orders, last two meshes: 1.9990 1.9992
error/h^2, finest (meV/nm^2): 5.69672 6.98377
extrapolated from h=0.25,0.125 nm (meV): 54.129917 224.457803
extrapolated orders, finest: 3.993 3.996
unequal layer steps (nm): [0.05  0.025 0.08 ]
  errors (meV): 0.020764 0.027462
  predicted (meV): 0.020779 0.027476
cut cells: h (nm), sampled errors, averaged errors (meV)
  0.12435 -0.680234 -3.150229 0.156682 0.344427
  0.06234 -0.364392 -1.615099 0.040504 0.089312
  0.03121 -0.188413 -0.817629 0.010297 0.022740
sampled orders, finest: 0.989 0.996
averaged orders, finest: 1.995 1.994
sampled error/h, limit (meV/nm): -6.2310 -26.4881
  predicted (meV/nm): -6.2311 -26.4881
one-sided V error/h (meV/nm): -3.6449 -8.6426
  predicted (meV/nm): -3.6444 -8.6414
slope ratios, true: 0.33333 2.00000
slope ratios, expanded scheme: 0.30462 2.04000
expanded matrix relative asymmetry: 0.0769
expanded scheme limit (meV): 52.51411 220.70611
wrong-ratio analytic levels (meV): 52.49892 220.68564
hard-wall well: width 8.0 nm, mass 0.05 m_e, h 1.0 nm
  box, exact, upper bound (meV): 116.00705 117.50943 119.02718
no test failed
```
